# Spin channels of the full vertex and their crossing relations: verification in Python

```python
"""
Result under test: for an SU(2)-invariant fermion system the full vertex F
splits into density (d), magnetic (m), singlet (s) and triplet (t) parts,
each with its own Bethe-Salpeter equation, and crossing relates the parts.

Definition (1 = spin and Matsubara frequency; G12 = -<T c1 cbar2>):
  <T c1 cbar2 c3 cbar4> = G12 G34 - G14 G32 - G1 G2 G3 G4 F1234
Spin components: A = F(up,up,dn,dn), B = F(up,dn,dn,up).
  d = 2A+B, m = B, s = A-B, t = A+B
Model: Anderson impurity with one bath level; hbar = k_B = 1, energies in
units of the temperature T. Integer n denotes the frequency (2n+1) pi T.
F is computed from eigenstates, with no use of SU(2) or crossing.
"""
import itertools
import numpy as np

BETA, U_MAIN, MU, E_BATH, HYB = 1.0, 4.0, 1.5, 0.5, 1.0
SPINS = list(itertools.product(range(2), repeat=4))
PERMS = [(p, round(np.linalg.det(np.eye(3)[list(p)])))
         for p in itertools.permutations(range(3))]


def nu(n):
    return (2 * n + 1) * np.pi / BETA


def fermion_modes(count):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity, one = np.diag([1.0, -1.0]), np.eye(2)
    modes = []
    for k in range(count):
        op = np.eye(1)
        for q in range(count):
            op = np.kron(op, parity if q < k else lower if q == k else one)
        modes.append(op)
    return modes


def divided_difference(a, b, c, d):
    """Third divided difference of exp(BETA x), which is the ordered time
    integral. Only the pairs (a,c) and (b,d) can coincide, since all other
    pairs differ by a fermionic frequency."""
    ea, eb, ec, ed = (np.exp(BETA * x) for x in (a, b, c, d))

    def pair(x, y, ex, ey):
        same = np.abs(x - y) < 1e-9
        return np.where(same, BETA * ex, (ex - ey) / np.where(same, 1, x - y))

    ac, cb, bd = pair(a, c, ea, ec), (ec - eb) / (c - b), pair(b, d, eb, ed)
    acb = (cb - ac) / (b - a)
    cbd = (bd - cb) / (d - c)
    return (cbd - acb) / (d - a)


class Impurity:
    def __init__(self, u, field=0.0):
        f = fermion_modes(4)          # impurity up, dn; bath up, dn
        num = [x.T @ x for x in f]
        h = u * num[0] @ num[1] - MU * (num[0] + num[1])
        h = h + E_BATH * (num[2] + num[3]) - field / 2 * (num[0] - num[1])
        for s in range(2):
            h = h + HYB * (f[s].T @ f[s + 2] + f[s + 2].T @ f[s])
        self.e, vec = np.linalg.eigh(h)
        self.e = self.e - self.e[0]
        self.boltz = np.exp(-BETA * self.e)
        self.z = self.boltz.sum()
        self.c = [vec.T @ f[s] @ vec for s in range(2)]
        self.occ = [self.boltz @ np.diag(x.T @ x) / self.z for x in self.c]
        self.terms = {}
        for sp in SPINS:
            ops = [self.c[sp[0]], self.c[sp[1]].T, self.c[sp[2]]]
            last = self.c[sp[3]].T
            for p, sign in PERMS:
                x, y, w = (ops[q] for q in p)
                prod = (x[:, :, None, None] * y[None, :, :, None]
                        * w[None, None, :, :] * last.T[:, None, None, :])
                idx = np.nonzero(np.abs(prod) > 1e-13)
                self.terms[sp, p] = (idx, sign * prod[idx])

    def g(self, s, n):
        gap = self.e[:, None] - self.e[None, :]
        weight = self.c[s] ** 2 * (self.boltz[:, None] + self.boltz[None, :])
        return (weight / (1j * nu(n) + gap)).sum() / self.z

    def vertex(self, n1, n2, n3):
        n4 = n1 - n2 + n3
        w = [nu(n1), -nu(n2), nu(n3)]
        g = [[self.g(s, n) for n in (n1, n2, n3, n4)] for s in range(2)]
        out = np.zeros((2, 2, 2, 2), complex)
        for sp in SPINS:
            total = 0.0
            for p, _ in PERMS:
                (i, j, k, l), amp = self.terms[sp, p]
                if len(amp) == 0:
                    continue
                w1 = w[p[0]]
                w2 = w1 + w[p[1]]
                w3 = w2 + w[p[2]]
                total += (amp * divided_difference(
                    -self.e[i] + 0j, -self.e[j] + 1j * w1,
                    -self.e[k] + 1j * w2, -self.e[l] + 1j * w3)).sum()
            total /= self.z
            a, b, c, d = sp
            if a == b and c == d and n1 == n2:
                total -= BETA * g[a][0] * g[c][2]
            if a == d and c == b and n1 == n4:
                total += BETA * g[a][0] * g[c][2]
            out[sp] = -total / (g[a][0] * g[b][1] * g[c][2] * g[d][3])
        return out


PAULI = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
R = 1 / np.sqrt(2)
PAIRS = np.array([[[0, R], [-R, 0]], [[0, R], [R, 0]],
                  [[1, 0], [0, 0]], [[0, 0], [0, 1]]])   # singlet, triplets


def ph_matrix(t):
    return 0.5 * np.einsum('mji,nlk,ijkl->mn', PAULI, PAULI, t)


def pp_matrix(t):
    return np.einsum('rik,sjl,ijkl->rs', PAIRS, PAIRS, t)


def channels(t):
    c, p = ph_matrix(t), pp_matrix(t)
    return np.array([c[0, 0], c[3, 3], p[0, 0], p[1, 1]])


def show(label, value, unit="T"):
    value = complex(value)
    print(f"{label}: {value.real:.5f} {value.imag:+.5f}i {unit}")


# --- number of SU(2)-invariant four-spin tensors -------------------------
rows = []
for s in PAULI[1:]:
    gen = np.zeros((16, 16), complex)
    for slot in range(4):
        op = np.eye(1)
        for q in range(4):
            local = s if slot % 2 == 0 else -s.T
            op = np.kron(op, local if q == slot else np.eye(2))
        gen += op
    rows.append(gen)
n_invariants = 16 - np.linalg.matrix_rank(np.vstack(rows))
assert n_invariants == 2

# --- checks of the eigenstate sums at U = 0 ------------------------------
free = Impurity(0.0)


def g_free(n):
    return 1 / (1j * nu(n) + MU - HYB**2 / (1j * nu(n) - E_BATH))


assert abs(free.g(0, 1) - g_free(1)) < 1e-11
for q in [(2, 0, -1), (0, 0, -1), (0, -1, -1)]:
    assert np.abs(free.vertex(*q)).max() < 1e-8      # Wick theorem: F = 0

# --- channel structure and crossing in the interacting model -------------
imp = Impurity(U_MAIN)
GENERIC, STATIC = (2, 0, -1), (0, 0, -1)
worst_structure = worst_cross = 0.0
for n1, n2, n3 in [GENERIC, STATIC, (0, -1, -1), (1, -2, 0), (-3, 1, 2)]:
    n4 = n1 - n2 + n3
    t, x = imp.vertex(n1, n2, n3), imp.vertex(n1, n4, n3)
    d, m, s, tr = channels(t)
    dx, mx, sx, tx = channels(x)
    worst_structure = max(
        worst_structure,
        np.abs(ph_matrix(t) - np.diag([d, m, m, m])).max(),
        np.abs(pp_matrix(t) - np.diag([s, tr, tr, tr])).max(),
        abs(t[0, 0, 0, 0] - t[0, 0, 1, 1] - t[0, 1, 1, 0]))
    worst_cross = max(
        worst_cross, np.abs(t + x.transpose(0, 3, 2, 1)).max(),
        abs(d + dx / 2 + 1.5 * mx), abs(m + dx / 2 - mx / 2),
        abs(s - d / 2 + 1.5 * m), abs(tr - (d + m) / 2),
        abs(d - s / 2 - 1.5 * tr), abs(m - (tr - s) / 2),
        abs(s - sx), abs(tr + tx))
assert worst_structure < 1e-8 and worst_cross < 1e-8


def ph_point(i, j, m):        # (nu, nu', omega)
    return channels(imp.vertex(i + m, i, j))


def pp_point(i, j, m):        # (k, k', Omega)
    return channels(imp.vertex(i, j, m - 1 - i))


i, j, m = 1, -2, 2
left, right = ph_point(i, j, m), ph_point(j + m, j, i - j)
assert abs(left[0] + right[0] / 2 + 1.5 * right[1]) < 1e-8
assert abs(left[1] + right[0] / 2 - right[1] / 2) < 1e-8
left, right = pp_point(i, j, m), ph_point(j, m - 1 - i, i - j)
assert abs(left[2] - right[0] / 2 + 1.5 * right[1]) < 1e-8
assert abs(left[3] - right[0] / 2 - right[1] / 2) < 1e-8

pauli_point = channels(imp.vertex(1, 0, -1))   # equal incoming frequencies
assert abs(pauli_point[3]) < 1e-8 and abs(pauli_point[2]) > 0.1

# --- Bethe-Salpeter equations: full spin matrix against single channels --
window = np.arange(-2, 2)
N = len(window)


def irreducible(f, kernel):
    return f @ np.linalg.inv(np.eye(len(f)) + kernel[:, None] * f)


shift = 1
box = np.array([[imp.vertex(a + shift, a, b) for b in window] for a in window])
k_ph = np.array([imp.g(0, a) * imp.g(0, a + shift) for a in window]) / BETA
full = box.transpose(2, 3, 0, 5, 4, 1).reshape(4 * N, 4 * N)
gam = irreducible(full, np.tile(k_ph, 4)).reshape(2, 2, N, 2, 2, N)
same, opposite = box[:, :, 0, 0, 0, 0], box[:, :, 0, 0, 1, 1]
gam_d = irreducible(same + opposite, k_ph)
gam_m = irreducible(same - opposite, k_ph)
err_ph = max(np.abs(gam[0, 0, :, 0, 0] + gam[0, 0, :, 1, 1] - gam_d).max(),
             np.abs(gam[0, 0, :, 0, 0] - gam[0, 0, :, 1, 1] - gam_m).max(),
             np.abs(gam[0, 1, :, 0, 1] - gam_m).max())

box = np.array([[imp.vertex(a, b, -1 - a) for b in window] for a in window])
k_pp = -0.5 * np.array([imp.g(0, a) * imp.g(0, -1 - a) for a in window]) / BETA
full = box.transpose(2, 4, 0, 3, 5, 1).reshape(4 * N, 4 * N)
gam = irreducible(full, np.tile(k_pp, 4)).reshape(2, 2, N, 2, 2, N)
direct, exchange = box[:, :, 0, 0, 1, 1], box[:, :, 0, 1, 1, 0]
gam_s = irreducible(direct - exchange, k_pp)
gam_t = irreducible(direct + exchange, k_pp)
err_pp = max(np.abs(gam[0, 1, :, 0, 1] - gam[0, 1, :, 1, 0] - gam_s).max(),
             np.abs(gam[0, 1, :, 0, 1] + gam[0, 1, :, 1, 0] - gam_t).max(),
             np.abs(gam[0, 0, :, 0, 0] - gam_t).max())
assert err_ph < 1e-7 and err_pp < 1e-7
assert np.abs(gam_s - gam_s[:, ::-1]).max() < 1e-7
assert np.abs(gam_t + gam_t[:, ::-1]).max() < 1e-7

# --- signs and the factor 1/2: U^2 part of F against one-loop terms ------
small = 0.005
plus, minus = Impurity(small), Impurity(-small)
bare = np.zeros((2, 2, 2, 2))
bare[0, 0, 1, 1] = bare[1, 1, 0, 0] = 1
bare[0, 1, 1, 0] = bare[1, 0, 0, 1] = -1
grid = np.arange(-50000, 50000)


def loop_ph(m):
    return (g_free(grid) * g_free(grid + m)).sum() / BETA


def loop_pp(m):
    return (g_free(grid) * g_free(m - 1 - grid)).sum() / BETA


spin_ph = np.einsum('ijab,bakl->ijkl', bare, bare)
spin_pp = np.einsum('iakb,ajbl->ijkl', bare, bare)
second = {}
for n1, n2, n3 in [GENERIC, STATIC, (0, -1, -1)]:
    n4 = n1 - n2 + n3
    fp, fm = plus.vertex(n1, n2, n3), minus.vertex(n1, n2, n3)
    assert np.abs((fp - fm) / (2 * small) - bare).max() < 1e-3
    exact = (fp + fm) / (2 * small**2)
    loops = (spin_ph * loop_ph(n1 - n2)
             - spin_ph.transpose(0, 3, 2, 1) * loop_ph(n1 - n4)
             - 0.5 * spin_pp * loop_pp(n1 + n3 + 1))
    assert np.abs(exact - loops).max() < 1e-4   # next order U^2, finite sum
    second[n1, n2, n3] = (channels(exact), channels(loops))
# The ph-reducible part alone is not antisymmetric under crossing.
reducible = spin_ph * loop_ph(0)
crossed = spin_ph.transpose(0, 3, 2, 1) * loop_ph(1)
assert np.abs(reducible + crossed).max() > 1e-2

# --- control: a magnetic field breaks SU(2) and mixes the channels -------
FIELD = 1.0
t_field = Impurity(U_MAIN, FIELD).vertex(*STATIC)
mix_ph, mix_pp = ph_matrix(t_field)[0, 3], pp_matrix(t_field)[0, 1]
assert abs(mix_ph) > 1e-4 and abs(mix_pp) > 1e-4

# --- numbers for the worked example --------------------------------------
print(f"U = {U_MAIN}, mu = {MU}, bath energy = {E_BATH}, "
      f"hybridization = {HYB} (all in T)")
print(f"impurity occupation per spin: {imp.occ[0]:.5f} (dimensionless)")
print(f"SU(2)-invariant four-spin tensors: {n_invariants}")
show("G at n=0", imp.g(0, 0), "1/T")
NAMES = ["F_d", "F_m", "F_s", "F_t"]
for title, q in [("generic", GENERIC), ("static", STATIC)]:
    n4 = q[0] - q[1] + q[2]
    print(f"{title} point (n1,n2,n3,n4) = {q + (n4,)}")
    t = imp.vertex(*q)
    show("  A = F(up,up,dn,dn)", t[0, 0, 1, 1])
    show("  B = F(up,dn,dn,up)", t[0, 1, 1, 0])
    show("  F(up,up,up,up)", t[0, 0, 0, 0])
    for name, value in zip(NAMES, channels(t)):
        show("  " + name, value)
    x = channels(imp.vertex(q[0], n4, q[2]))
    show("  F_d with n2,n4 exchanged", x[0])
    show("  F_m with n2,n4 exchanged", x[1])
    show("  F_d rebuilt by crossing", -x[0] / 2 - 1.5 * x[1])
    show("  F_m rebuilt by crossing", -x[0] / 2 + x[1] / 2)
print("Pauli point (n1,n2,n3,n4) = (1, 0, -1, 0)")
show("  F_s", pauli_point[2])
print(f"  |F_t|: {abs(pauli_point[3]):.1e} T")
print(f"largest error, channel structure: {worst_structure:.1e} T")
print(f"largest error, crossing: {worst_cross:.1e} T")
print(f"BSE window: {N} frequencies, full matrix {4*N} x {4*N}")
print(f"full against channel inversion, ph: {err_ph:.1e} T")
print(f"full against channel inversion, pp: {err_pp:.1e} T")
print("U^2 coefficients at the static point, from F | from one loop (1/T)")
for name, a, b in zip(NAMES, *second[STATIC]):
    print(f"  {name}: {a.real:.5f} {a.imag:+.5f}i | "
          f"{b.real:.5f} {b.imag:+.5f}i")
show("ph loop sum, zero transfer", loop_ph(0), "1/T")
show("ph loop sum, transfer 2 pi T", loop_ph(1), "1/T")
show("pp loop sum, zero total frequency", loop_pp(0), "1/T")
print(f"control: impurity Zeeman splitting {FIELD} T, static point")
print(f"  density-magnetic mixing: {abs(mix_ph):.5f} T")
print(f"  singlet-triplet mixing: {abs(mix_pp):.5f} T")
print("all assertions hold")
```

Printed output:

```
U = 4.0, mu = 1.5, bath energy = 0.5, hybridization = 1.0 (all in T)
impurity occupation per spin: 0.46708 (dimensionless)
SU(2)-invariant four-spin tensors: 2
G at n=0: -0.00870 -0.22761i 1/T
generic point (n1,n2,n3,n4) = (2, 0, -1, 1)
  A = F(up,up,dn,dn): 5.57189 -0.13798i T
  B = F(up,dn,dn,up): -5.41942 +0.13372i T
  F(up,up,up,up): 0.15247 -0.00426i T
  F_d: 5.72436 -0.14224i T
  F_m: -5.41942 +0.13372i T
  F_s: 10.99131 -0.27170i T
  F_t: 0.15247 -0.00426i T
  F_d with n2,n4 exchanged: 5.26695 -0.12946i T
  F_m with n2,n4 exchanged: -5.57189 +0.13798i T
  F_d rebuilt by crossing: 5.72436 -0.14224i T
  F_m rebuilt by crossing: -5.41942 +0.13372i T
static point (n1,n2,n3,n4) = (0, 0, -1, -1)
  A = F(up,up,dn,dn): 2.81625 +0.00000i T
  B = F(up,dn,dn,up): -7.93733 -0.00000i T
  F(up,up,up,up): -5.12108 -0.00000i T
  F_d: -2.30483 -0.00000i T
  F_m: -7.93733 -0.00000i T
  F_s: 10.75358 +0.00000i T
  F_t: -5.12108 -0.00000i T
  F_d with n2,n4 exchanged: 13.05841 -0.00000i T
  F_m with n2,n4 exchanged: -2.81625 -0.00000i T
  F_d rebuilt by crossing: -2.30483 +0.00000i T
  F_m rebuilt by crossing: -7.93733 +0.00000i T
Pauli point (n1,n2,n3,n4) = (1, 0, -1, 0)
  F_s: 12.81376 -0.86411i T
  |F_t|: 5.1e-15 T
largest error, channel structure: 1.1e-14 T
largest error, crossing: 2.3e-14 T
BSE window: 4 frequencies, full matrix 16 x 16
full against channel inversion, ph: 1.3e-14 T
full against channel inversion, pp: 2.9e-14 T
U^2 coefficients at the static point, from F | from one loop (1/T)
  F_d: -0.30609 -0.00000i | -0.30609 +0.00000i
  F_m: 0.04810 +0.00000i | 0.04810 -0.00000i
  F_s: -0.22520 -0.00000i | -0.22520 +0.00000i
  F_t: -0.12899 -0.00000i | -0.12899 +0.00000i
ph loop sum, zero transfer: -0.13771 -0.00000i 1/T
ph loop sum, transfer 2 pi T: -0.00872 -0.00000i 1/T
pp loop sum, zero total frequency: 0.18581 +0.00000i 1/T
control: impurity Zeeman splitting 1.0 T, static point
  density-magnetic mixing: 0.58293 T
  singlet-triplet mixing: 0.31465 T
all assertions hold
```
